# How the k-mesh limits the field in Berry-phase permittivity calculations

## 1. Definitions and conventions

An insulator is placed in a uniform macroscopic field $\mathcal E$ along an axis with cell length $a$. The Brillouin zone is sampled along this axis at $N$ equally spaced points $\theta_j=k_ja=2\pi j/N$. The orbitals then live on a ring of $N$ cells, of length $L=Na$.

The electron charge is $-e$, so an electron at position $x$ has field energy $+e\mathcal Ex$. I write

$$F=e\mathcal Ea,\qquad h=\frac{2\pi}{N},\qquad K=\frac{NF}{2\pi}.$$

$F$ is the energy gained over one cell, and $Kh=F$.

The model has one occupied band per spin, with cell-periodic states $u_k$, and one empty band, with states $v_k$. The ions are clamped and the electrons independent. The Wannier centre $x$ follows from the discrete Berry phase

$$\phi=-\operatorname{Im}\ln\prod_k\langle u_k|u_{k+1}\rangle=\frac{2\pi x}{a}.$$

The sign can be checked on an orbital localized at $x$: there $u_k\propto e^{-i\theta x/a}$, each of the $N$ overlaps has phase $-hx/a$, and the sum with the minus sign is $2\pi x/a$. For one spin, the energy summed over the string of k-points is

$$W=\sum_k\langle u_k|H_k|u_k\rangle+K\phi ,\tag{1}$$

because the field energy of $N$ cells is $Ne\mathcal Ex=NF\phi/2\pi$.

In an infinite crystal this energy has no lowest value. An electron moved $R$ cells down the potential costs at most a finite band energy and gains $FR$, which grows without limit. A calculation therefore seeks a local minimum of (1), connected to the zero-field insulator. The question is up to which field that minimum survives.

## 2. The energy-balance scale

Zener tunnelling carries an electron from the valence to the conduction band over the length $E_g/(e\mathcal E)$, where the potential has changed by the gap $E_g$. Equating this length to the ring length gives

$$\mathcal E_s=\frac{E_g}{eNa}.\tag{2}$$

For a gap of 9 eV, a cell of 5 Å and ten k-points, $L=5.0$ nm and

$$\mathcal E_s=\frac{9\ \text V}{5.0\times10^{-7}\ \text{cm}}=18\ \text{MV/cm}\quad(1.8\ \text{V/nm}).$$

I use this as the working limit. It compares two lengths and does not examine the minimum of (1), so its numerical prefactor is still open.

## 3. Flat bands: the prefactor

Let $u$ and $v$ be independent of $k$, with energies $\mp E_g/2$. Disturb the occupied state:

$$u_k=\frac{u+c_kv}{\sqrt{1+|c_k|^2}}.$$

The band energy at one $k$ is

$$-\frac{E_g}{2}\,\frac{1-|c_k|^2}{1+|c_k|^2}=-\frac{E_g}{2}+E_g|c_k|^2+O(|c|^4).$$

The overlap of neighbours is $1+c_k^*c_{k+1}$ times a positive normalization, which has no phase. Hence $\phi=-\sum_k\operatorname{Im}(c_k^*c_{k+1})$ to second order, and

$$\delta^2W=\sum_k\left[E_g|c_k|^2-K\operatorname{Im}(c_k^*c_{k+1})\right].\tag{3}$$

There is no linear term, so the undisturbed state is stationary at every field. Now set $c_k=N^{-1/2}\sum_RC_Re^{i\theta_kR}$. The sum over $k$ removes products with different $R$, and the shift $k\to k+1$ gives a factor $e^{2\pi iR/N}$:

$$\delta^2W=\sum_R|C_R|^2\left[E_g-\frac{NF}{2\pi}\sin\frac{2\pi R}{N}\right].\tag{4}$$

$R$ is the electron–hole separation in cells. For $R\ll N$ the gain is $FR$, as in the infinite crystal. On the ring, to second order in the disturbance, it is a sine, because position enters through a phase. The greatest gain at this order is $NF/2\pi=e\mathcal EL/2\pi$, not $e\mathcal EL$; large disturbances gain more per excited electron, but local stability is decided by small ones. The minimum is lost when this gain equals the gap:

$$F_c=\frac{2\pi E_g}{N},\qquad \mathcal E_c=2\pi\mathcal E_s,\tag{5}$$

provided that the separation $N/4$ is allowed. With both orbitals on one site and $N=10$, the best integers are 2 and 3, where the sine is 0.951, so the threshold is $113.1/0.951=118.9$ MV/cm. If the orbitals sit half a cell apart, the separations are half-integers, 2.5 is allowed, and the threshold is 113.1 MV/cm. Following the minimum numerically until it disappears reproduced the analytic value in both cases.

## 4. A dispersive chain

Take two sites half a cell apart, with energies $\pm\Delta$ and equal hoppings $t$ to both neighbours. With the site positions included in the phases,

$$H(\theta)=\Delta\sigma_z+2t\cos(\theta/2)\,\sigma_x,\qquad \lambda=\frac t\Delta .$$

The direct gap is $2\sqrt{\Delta^2+4t^2\cos^2(\theta/2)}$. It is smallest at $\theta=\pi$, where $E_g=2\Delta$. Put $\theta=\pi+q$, so that $\cos^2(\theta/2)=\sin^2(q/2)$. Using $4\sin^2(q/2)=q^2-q^4/12+\dots$ and $2\sqrt{\Delta^2+s}=2\Delta+s/\Delta-s^2/4\Delta^3+\dots$,

$$E_g(q)=2\Delta+\Delta\lambda^2q^2-\Delta\left(\frac{\lambda^2}{12}+\frac{\lambda^4}{4}\right)q^4+\dots\tag{6}$$

I write the quadratic term as $\tfrac12Gq^2$, so $G=2\Delta\lambda^2=E_g\lambda^2$.

The eigenvectors can be chosen real:

$$u=\left(-\sin\tfrac\alpha2,\cos\tfrac\alpha2\right),\quad v=\left(\cos\tfrac\alpha2,\sin\tfrac\alpha2\right),\quad\tan\alpha=2\lambda\cos\tfrac\theta2 .$$

Differentiation gives $\partial_\theta u=Xv$ and $\partial_\theta v=-Xu$ with $X=-\alpha'/2$. At $\theta=\pi$, $\alpha'=-\lambda$ and $X=\lambda/2$.

For a disturbance $u_k+c_kv_k$, the overlap divided by its undisturbed value is

$$1+a_kc_{k+1}+b_kc_k^*+d_kc_k^*c_{k+1},$$

where $a_k,b_k,d_k$ are $\langle u_k|v_{k+1}\rangle$, $\langle v_k|u_{k+1}\rangle$ and $\langle v_k|v_{k+1}\rangle$, each divided by $\langle u_k|u_{k+1}\rangle$. At leading order $a_k=-hX$ and $b_k=hX$. Since real pairs $(u,v)$ at neighbouring points differ by a rotation, $d_k=1$. The second-order part of the logarithm is

$$d_kc_k^*c_{k+1}-\tfrac12(a_kc_{k+1}+b_kc_k^*)^2.\tag{7}$$

The squared term is of order $h^2$ and does not affect the first correction.

## 5. The first correction

The quadratic energy is again (3), with $E_g$ replaced by $E_g(q)$. Substitute $c_j=e^{i\pi j/2}f_j$, which puts the separation at $N/4$. Then $\operatorname{Im}(c_j^*c_{j+1})=\operatorname{Re}(f_j^*f_{j+1})$, and

$$-K\sum_j\operatorname{Re}(f_j^*f_{j+1})=-K\sum_j|f_j|^2+\frac K2\sum_j|f_{j+1}-f_j|^2 .$$

For slowly varying $f$, the difference is $h\,df/dq$. The lowest curvature is the lowest eigenvalue of

$$E_g-K+\tfrac12Gq^2+\tfrac12Kp^2,\qquad p=-ih\frac{d}{dq}.\tag{8}$$

This is a harmonic oscillator in k-space with $[q,p]=ih$, so $h$ plays the part of Planck's constant. Its zero-point energy is $\tfrac12h\sqrt{GK}$. The disturbance would like to sit at the gap minimum, but a sharp position in $k$ spreads the separation away from $N/4$, and this costs energy. Setting the eigenvalue to zero, with $\epsilon=\pi/N=h/2$ and $\sqrt G=\lambda\sqrt{E_g}$,

$$K_c=E_g+\epsilon\lambda\sqrt{E_gK_c}.\tag{9}$$

To first order $K_c=E_g(1+\epsilon\lambda)$. Since $F_c=2\pi K_c/N$,

$$\boxed{\frac{\mathcal E_c}{\mathcal E_s}=2\pi\left[1+\frac{\pi t}{\Delta N}+O(N^{-2})\right]}\tag{10}$$

The regime is $N\to\infty$ at fixed $t/\Delta>0$. The mode has $\langle q^2\rangle=\tfrac12h\sqrt{K/G}\simeq\epsilon/\lambda$, and it must be narrow compared with the zone, so $N\lambda$ must be large. It must also lie within the range $1/\lambda$ over which the gap is quadratic in $q$; since $\langle q^2\rangle\lambda^2\simeq\epsilon\lambda$, this requires $N\gg\pi\lambda$. For $\lambda=5$ and $N=40$, $N\lambda$ is 200 but $\epsilon\lambda=0.39$, and the numerical ratio is 4.57 against 8.75 from (10). At fixed $N$ and $t\to0$ the mode fills the zone, and the flat-band result (4) applies instead.

## 6. The next order, and where the expansion fails

The first correction is positive, yet the interband response to the field acts the other way. Its size follows from the terms of order $\epsilon^2$, which are collected here relative to $E_g$.

**Solution of (9).** With $y=K_c/E_g$, $y=1+\epsilon\lambda\sqrt y$ gives $y=1+\epsilon\lambda+\tfrac12\epsilon^2\lambda^2$. The contribution is $+\tfrac12\epsilon^2\lambda^2$.

**Quartic part of the gap.** In the Gaussian ground state $\langle q^4\rangle=3\langle q^2\rangle^2=3\epsilon^2/\lambda^2$. Multiplying by the coefficient in (6) and dividing by $2\Delta$ gives $-\epsilon^2(\tfrac18+\tfrac38\lambda^2)$.

**Quartic part of the hopping.** The full form of $\tfrac12Kp^2$ is $K(1-\cos p)$, whose next term is $-Kp^4/24$. With $\langle p^2\rangle=\tfrac12h\sqrt{G/K}\simeq\epsilon\lambda$, the contribution is $-\tfrac18\epsilon^2\lambda^2$.

**Polarization of the occupied state.** The linear terms in the overlaps, collected for one $c_k$, are $-hXc_k+hXc_k^*$, with imaginary part $-2hX\operatorname{Im}c_k$. Since $\phi$ carries a minus sign, they add $2KhX\operatorname{Im}c_k=2FX\operatorname{Im}c_k$ to $W$. For a response varying slowly with $k$, the energy to minimize is

$$E_g(k)|c_k|^2+2FX_k\operatorname{Im}c_k\quad\Rightarrow\quad c_k=-\frac{iFX_k}{E_g(k)}.\tag{11}$$

At the gap minimum and at the leading threshold $F=2\pi E_g/N$, $|c|=(2\pi/N)(\lambda/2)=\epsilon\lambda$. Mixing by this small angle changes the energy difference between the empty and occupied states to $E_g\cos(2\epsilon\lambda)$, a contribution of $-2\epsilon^2\lambda^2$.

**Squared term in (7).** Its cross product is $-a_kb_kc_k^*c_{k+1}=h^2X^2c_k^*c_{k+1}$. With $h^2X^2=\epsilon^2\lambda^2$ it strengthens the coupling $K$ by that fraction and contributes $-\epsilon^2\lambda^2$. The products $c_{k+1}^2$ and $c_k^{*2}$ couple separation $N/4$ to $-N/4$, whose energy is higher by about $2E_g$; their effect is at most of order $\epsilon^4$, and smaller in practice because the two products nearly cancel in the imaginary part. Polarization also gives $d_k$ a small phase, but its modulus stays one and the phase can be absorbed into the $c_k$ of a localized mode.

The $\lambda^2$ terms add to $\tfrac12-\tfrac38-\tfrac18-2-1=-3$. Therefore

$$\frac{\mathcal E_c}{\mathcal E_s}=2\pi\left[1+\epsilon\lambda-\epsilon^2\left(\tfrac18+3\lambda^2\right)+\dots\right].\tag{12}$$

For the example $\Delta=4.5$ eV and $t=2$ eV, so $\lambda=0.444$, $\pi\lambda=1.396$ and $\pi^2(\tfrac18+3\lambda^2)=7.08$. The bracket is $1+1.396/N-7.08/N^2$. The numerical column below follows the minimum of the full functional (1).

| $N$ | numerical ratio | first order | second order |
|---:|---:|---:|---:|
| 80 | 6.386 | 6.393 | 6.386 |
| 40 | 6.474 | 6.503 | 6.475 |
| 20 | 6.543 | 6.722 | 6.611 |
| 10 | 6.068 | 7.160 | 6.715 |

At $N=40$ and 80 the second-order formula agrees to about 0.001. A linear extrapolation in $1/N$ from these two meshes gives 6.298. The excess over $2\pi=6.283$ is 0.015, and nearly all of it is left behind by the quadratic term, which gives $2\pi\times7.08/3200=0.014$.

At $N=10$ the expansion fails. It predicts a ratio above $2\pi$, whereas the numerical one is 3% below. The assumptions are then poor: $\langle q^2\rangle^{1/2}=\sqrt{\epsilon/\lambda}=0.84$ is not small on a zone of length $2\pi$, and $F_c=6.068\times0.90=5.5$ eV is comparable with the gap. The width alone cannot lower the ratio: (3) with the full $E_g(k)$ and no polarization gives 7.03. The lowering comes with the nonlinear polarization. The mixing $|c|$ reaches 0.27, twice the linear value from (11), and the minimum ends at a fold, where one curvature vanishes as the square root of the distance to the threshold. The value for ten points must be taken from the numerical solution.

## 7. What happens at the threshold

For $N=10$ the minimum of the chain disappears at 109 MV/cm, about six times the energy-balance scale. With the gap held at 9 eV, the ratio at this mesh is 6.39 for a hopping of 1 eV and 5.55 for 3 eV. In these cases, and for a search started from the zero-field state, 18 MV/cm is a conservative limit. The margin shrinks on coarser meshes and for larger $t/\Delta$: for the example the ratio is 5.3 at $N=6$, 4.8 at $N=4$ and about 3 at $N=2$, and at $N=10$ it is 3.9 for $t/\Delta=2$ and 3.3 for $t/\Delta=5$.

The loss of the minimum was also tested by descent. The stationary state at 0.95 of the threshold was given a small random disturbance. At that field it returned to the same state within rounding error. At 1.05 of the threshold the energy fell by more than 8000 eV during the descent. That figure measures how long the descent was continued and is not a property of the material: the phase keeps winding and the energy keeps falling.

Both $\mathcal E_s$ and $\mathcal E_c$ fall as $1/N$ at leading order. Doubling the mesh from 10 to 20 points lowers the working scale from 18 to 9 MV/cm and the threshold from 109 to 59 MV/cm. A limit that changes with the mesh cannot be a breakdown field of the crystal. In a three-dimensional mesh, $N$ counts the points along the field; for independent electrons and a field perpendicular to the other cell vectors, each transverse k-point has its own string, and the least stable string sets the limit. In a non-orthogonal cell a field along one cell vector also enters the Berry phases of the other directions and couples the strings: flat bands on a $4\times4$ hexagonal mesh lose the minimum at a ratio of 4.19 instead of 6.28.

## 8. The consequence for the permittivity

Inserting (11) into the energy gives $-F^2X_k^2/E_g(k)$ at each $k$. Since (1) depends explicitly on $F$ through $NFx/a$, and the state is stationary, $x/a=\partial(W/N)/\partial F$ relative to the zero-field centre. Thus

$$r\equiv-\frac{x/a}{F}=2\left\langle\frac{X_k^2}{E_g(k)}\right\rangle_k .\tag{13}$$

The dipole of the two spins is $-2ex=2e^2a^2r\,\mathcal E$. Dividing by the cell volume $V$ and by $\varepsilon_0\mathcal E$ gives the clamped-ion permittivity along the field, $\varepsilon_\infty=1+2e^2a^2r/(\varepsilon_0V)$, for this two-electron model. With $V=a^3$ the example gives 1.28, far below the value of a little over 2 for silica, which has many more valence electrons in such a volume.

The sum over states gives $r=0.003860$ eV$^{-1}$. The finite-field value is 0.003740 eV$^{-1}$ at $N=10$ and 0.003858 eV$^{-1}$ at $N=80$, errors of $-3.1\%$ and $-0.05\%$ relative to that sum. The ratio of the errors, about 62, is close to the 64 expected for an error proportional to $1/N^2$.

At $N=10$, using $\pm18$ MV/cm instead of a very small field changes $r$ by 0.45%; this figure is itself mesh-dependent and rises to 0.50% at $N=40$. The mesh is thus the larger source of error at $N=10$, whereas at $N=40$ its error of $-0.2\%$ is the smaller one at this field. By symmetry the leading nonlinear change is quadratic in the field, so a quarter of the field should reduce it to about 0.03%. A sound procedure for this model is to converge the mesh first, recompute $\mathcal E_s$ for that mesh, and then choose a field well below it.

## 9. Physical tunnelling

A local minimum of (1) may exist at a field where a real electron would soon tunnel. In the gap set $\theta=\pi+i\kappa a$. Then $\cos^2(\theta/2)=-\sinh^2(\kappa a/2)$, and the band energy $\varepsilon$ obeys

$$\varepsilon^2=\Delta^2-4t^2\sinh^2\frac{\kappa a}{2},\qquad \kappa=\frac2a\operatorname{arsinh}\frac{\sqrt{\Delta^2-\varepsilon^2}}{2t}.$$

The amplitude decays as $\exp(-\int\kappa\,dx)$. Along the barrier $d\varepsilon=e\mathcal E\,dx$ in magnitude, so the semiclassical probability per Bloch cycle is

$$P=\exp\left[-\frac{2}{e\mathcal E}\int_{-\Delta}^{\Delta}\kappa(\varepsilon)\,d\varepsilon\right].\tag{14}$$

An electron completes $F/(2\pi\hbar)$ cycles per second. If the cycles add incoherently, because the tunnelled electron escapes to higher bands or contacts or loses its phase by scattering, this gives the lifetime $2\pi\hbar/(FP)$. That assumption lies outside the model. In the closed two-band chain the amplitudes of successive cycles interfere, and away from resonances the upper-band population only oscillates; at 109 MV/cm it stays at or below about 0.3% at the ends of cycles and reaches about 3% within a cycle, where the field mixes the bands reversibly. The lifetimes quoted below are estimates for incoherent loss. Unlike (10), neither (14) nor this lifetime contains $N$. The exponent was tested against time evolution through one Bloch cycle for $\Delta=t=2$ eV: formula 6.00, evolution 5.98. For the example at 109 MV/cm one cycle gives 5.8 against the formula's 5.2, but a single cycle also contains the sudden switching-on of the field, which dominates it at 18 MV/cm. The anticrossings of the two Wannier–Stark ladders involve no switching, and the exponents taken from their splittings follow (14) closely: 3.89 against 3.93 at 144 MV/cm, 6.61 against 6.63 at 85 MV/cm and 30.71 against 30.72 at 18.4 MV/cm.

At 18 MV/cm the example has exponent 31.4 and a lifetime of about 0.2 s per electron, vast on an electronic time scale. At 109 MV/cm the exponent is 5.2 and the lifetime about $10^{-13}$ s. The minimum still exists just below that field, but if tunnelled electrons are lost incoherently it no longer describes a long-lived insulating state.

## 10. Beside a real oxide

The gap and cell length are rough values in the regime of silica; the two-band chain is not a calculation of silica. Its band-edge mass is 0.34 electron masses. Reducing the hopping to 1.5 eV raises the mass to 0.61 and the lifetime at 18 MV/cm from 0.2 s to about 550 s, a factor of more than a thousand. The lifetimes of the chain therefore do not fix even the order of magnitude for silica.

A first-principles run with a local potential is expected to respond mainly to its own Kohn–Sham gap. In the chain, adding a mean-field term $\tfrac12NU(p-p_0)^2$ to (1), with $p$ the upper-site population and $p_0$ its zero-field value, leaves the zero-field gap unchanged; for $U=10$ eV it moves the ratio from 6.07 to 6.25 at $N=10$ and from 6.54 to 6.58 at $N=20$. Non-local exchange is not covered. In the two-band model the relevant gap is the smallest direct one: a dispersion common to both bands adds only a constant to (1), so it can make the gap indirect and smaller without moving the threshold. With a semilocal functional this may be roughly 6 eV, which lowers (2) from 18 to 12 MV/cm at the same mesh. Ionic relaxation matters less for the assumed round parameters. A Born charge of 4, a spring constant of 40 eV/Å$^2$ and a field of 0.18 V/Å give a displacement of $4\times0.18/40=0.018$ Å. A gap slope of 5 eV/Å turns this into 0.09 eV, or 0.18 MV/cm in the scale. Many bands and self-consistent local fields are outside the model, so the factor near six should not be used as a safety margin for a real oxide.

Laboratory breakdown of good silica films lies at roughly 10 MV/cm. There the estimate from (14), with incoherent loss assumed, gives the chain a tunnelling lifetime of about $3\times10^{10}$ s per electron. Real films depart from its assumption of a perfect crystal without contacts: electrodes inject carriers, and defects trap them and assist their transport. The nearness of 10 and 18 MV/cm has no physical meaning, since forty k-points would move the second number to 4.5 MV/cm and leave the film unchanged.

## Computed results

```
Gap: 9.0 eV
Cell length: 5.0 angstrom
k-points along field: 10
Ring length N a: 5.0 nm
Energy e*field*a at field scale: 0.90 eV
Field scale Eg/(e N a): 18.0 MV/cm
Same field scale: 1.80 V/nm
2 pi times field scale: 113.1 MV/cm
Flat bands, N=10, same site: 118.9 MV/cm
Flat bands, N=10, half-cell offset: 113.1 MV/cm
Chain hopping: 2.0 eV
Largest direct gap of chain: 12.04 eV
N=10: scale 18.00 MV/cm, minimum lost 109.23 MV/cm, ratio 6.068
N=20: scale 9.00 MV/cm, minimum lost 58.89 MV/cm, ratio 6.543
N=40: scale 4.50 MV/cm, minimum lost 29.13 MV/cm, ratio 6.474
N=80: scale 2.25 MV/cm, minimum lost 14.37 MV/cm, ratio 6.386
Ratio extrapolated to large N: 6.298 (2 pi = 6.283)
Ratio at N=10, hopping 1.0 eV: 6.388
Ratio at N=10, hopping 3.0 eV: 5.551
State mismatch after descent at 0.95 threshold: 1.1e-16
Energy drop at 1.05 threshold: at least 8774.8 eV
Response -(x/a)/F, sum over states: 0.003860 1/eV
Response, N=10 small field: 0.003740 1/eV
Response, N=80 small field: 0.003858 1/eV
Mesh error of response, N=10: -3.12 %
Mesh error of response, N=80: -0.050 %
Nonlinear change at field scale, N=10: 0.45 %
Tunnelling test: exponent 6.000, from evolution 5.979
Tunnelling exponent at field scale: 31.40
Tunnelling lifetime at field scale: 1.99e-01 s
Tunnelling exponent at N=10 threshold: 5.17
Tunnelling lifetime at N=10 threshold: 1.34e-13 s
Band-edge mass of chain: 0.343 electron masses
Heavier band: hopping 1.5 eV, mass 0.610
Lifetime at field scale, heavier band: 5.49e+02 s
Rough semilocal gap: 6.0 eV
Field scale with that gap: 12.0 MV/cm
Rough laboratory breakdown field: 10 MV/cm
Tunnelling lifetime at that field: 2.90e+10 s
Ion inputs: charge 4 e, spring 40 eV/angstrom^2, gap slope 5 eV/angstrom
Ion displacement at field scale: 0.0180 angstrom
Resulting gap change: 0.090 eV
Resulting change of field scale: 0.18 MV/cm
```
